# Why CHx Adsorption Energies Scale with Slopes 3/4, 1/2 and 1/4

## 1. The problem with treating intermediates separately

Suppose a catalyst binds carbon atoms too strongly and CH₃ about right. If the two adsorption energies were independent, one could look for a metal that weakens the first and leaves the second alone. Such a search goes wrong when both energies are governed by the same property of the metal: a change that weakens C by 1 eV then weakens CH₃ as well, by an amount that can be predicted.

Let A be an atom such as C, N or O, and let AHx bind to a metal surface M through A. Define

$$E(x,M)=E_{\text{surface+AH}_x}-E_{\text{surface}}-E_{\text{free AH}_x},$$

so that binding is negative. The relation to be derived is

$$E(x,M)=\gamma(x)\,E(0,M)+\xi(x),\qquad \gamma(x)=\frac{x_{\max}-x}{x_{\max}}, \tag{1}$$

where $x_{\max}$ is the number of hydrogen atoms that saturates A. The slope compares different metals at fixed $x$. It does not describe what happens as hydrogen is added on one metal.

Another gas-phase reference, such as methane and hydrogen, adds to $E(x,M)$ a constant $c_x$ that is the same for all metals. The slope is unchanged, and $\xi(x)$ becomes $\xi(x)+c_x-\gamma(x)c_0$.

Equation (1) is a result of a model. Its two main ingredients are a count of the valence left for the surface and a hypothesis about how the metal's d states couple to that valence. The algebra is in atomic units, and numerical energies are in eV.

## 2. How much valence is left for the surface

Take a mean-field state: one determinant, with every occupied real orbital holding two electrons. In an orthonormal atomic basis its density matrix is $P=2\sum_i c_ic_i^{T}$, where the $c_i$ are the occupied orbital vectors. Since $c_i^{T}c_j=\delta_{ij}$,

$$P^2=4\sum_{ij}c_i(c_i^{T}c_j)c_j^{T}=4\sum_i c_ic_i^{T}=2P. \tag{2}$$

Define the bond order between atoms A and B as

$$B_{AB}=\sum_{a\in A}\sum_{\mu\in B}P_{a\mu}^2 .$$

For two orbitals sharing one bonding pair, $c=(1,1)/\sqrt2$ gives $P_{12}=1$ and hence a bond order of one.

The diagonal element of (2) for an orbital $a$ on A is $\sum_\mu P_{a\mu}^2=2P_{aa}$, with $\mu$ running over all orbitals. Sum over $a$ and move the terms with $\mu$ on A to the right:

$$\sum_{B\ne A}B_{AB}=2\sum_{a\in A}P_{aa}-\sum_{a,b\in A}P_{ab}^2
=\sum_{a\in A}P_{aa}(2-P_{aa})-\sum_{a\ne b\in A}P_{ab}^2 .$$

A rotation of the orbitals on A leaves the bond orders unchanged, because each is the trace of a block of $P$ times its transpose. We may therefore choose hybrids that diagonalize the block of $P$ on A. With occupations $n_a$, the total valence is

$$\sum_{B\neq A}B_{AB}=\sum_{a\in A}n_a(2-n_a)=\sum_{a\in A}\left[1-(n_a-1)^2\right]. \tag{3}$$

A singly occupied hybrid contributes one. A lone pair or a core orbital, with $n_a=2$, contributes zero. Carbon with four singly occupied valence hybrids has valence 4. Nitrogen with one lone pair has 3, and oxygen with two lone pairs has 2. These are the values of $x_{\max}$.

Equation (3) bounds the valence by the number of orbitals on A, and gives $x_{\max}$ only for the occupations just listed. We assume that these occupations persist on the surface and that each A–H bond has order one. The order left for the surface is then

$$s=x_{\max}-x. \tag{4}$$

This is bond-order conservation in the form needed here. At $x=x_{\max}$ nothing is left for the surface, as for methane. The count leaves out donation from a lone pair, which lowers $n_a$ below 2 and raises the valence: in H₃N–BH₃ the N–B order, computed as below, is about 0.7. NH₃ and H₂O can bind to a metal in this way, so $\gamma=0$ should not be expected for them.

The count can be examined in molecules. Restricted Hartree–Fock calculations in the STO-3G basis, at idealized geometries, give a carbon valence of 3.99 in CH₄, with an order of 1.00 for each C–H bond. For N in NH₃ and O in H₂O the valences are 2.965 and 1.967. The orthonormal atomic basis is obtained here by symmetric (Löwdin) orthogonalization. In ethane, ethene and ethyne the second carbon can stand in for the surface:

| Fragment | C–C order | Share of C valence |
|---|---:|---:|
| CH₃ in ethane | 1.03 | 0.257 |
| CH₂ in ethene | 2.03 | 0.508 |
| CH in ethyne | 3.00 | 0.752 |

The shares are close to 1/4, 1/2 and 3/4. This supports the counting in a minimal basis. Bond orders depend on the basis and on how it is partitioned among atoms, so these digits are not converged properties. With the same geometries and Löwdin partitioning, the 6-31G*, cc-pVDZ and cc-pVTZ bases give 2.85, 3.26 and 3.62 for N and 1.80, 2.32 and 2.86 for O. The carbon valence stays between 3.92 and 3.99, and the shares move by up to 0.04. Bond orders also say nothing yet about the energy of a bond to a metal.

## 3. The d-band energy is proportional to that valence

Split the adsorption energy as

$$E(x,M)=E_0(x)+E_d(x,M). \tag{5}$$

The first term contains the bonding to the broad sp bands and is assumed to be the same for all metals in the series. The second comes from the d states.

Let the sp bonding produce $s$ filled bond orbitals $|i\rangle$, one for each free valence, all at energy $\varepsilon_a<0$, which is assumed to be the same for every $x$. The Fermi energy is zero. These orbitals are orthogonal to the d states $|k\rangle$ and couple to them through $V_{ik}$. The central hypothesis is that every free valence has the same summed squared coupling $w(M)$, so that

$$W_x=\sum_{i=1}^{s}\sum_k|V_{ik}|^2=w(M)\,(x_{\max}-x). \tag{6}$$

This is what "d coupling proportional to valence" means. It concerns the square of the matrix element, and it does not follow from (3).

For weak coupling we need the second-order change in the sum of occupied levels. A pair of states $p,q$ shifts level $p$ by $|V_{pq}|^2/(\varepsilon_p-\varepsilon_q)$ and level $q$ by the opposite amount. If both are occupied, the shifts cancel in the sum. What remains is the coupling of filled bond orbitals to empty d states. The bond orbitals are degenerate, so their individual shifts are eigenvalues of a second-order matrix, but the sum needs only its trace. With a factor 2 for spin,

$$E_d=2\sum_{i=1}^{s}\sum_{k\,\text{empty}}\frac{|V_{ik}|^2}{\varepsilon_a-\varepsilon_k}
=-2\sum_{i=1}^{s}\sum_{k\,\text{empty}}\frac{|V_{ik}|^2}{\varepsilon_k-\varepsilon_a}.$$

Assume that all bond orbitals see the same shape of d band, $\sum_k|V_{ik}|^2\delta(\varepsilon-\varepsilon_k)=w\rho_d(\varepsilon)$, with $\int\rho_d\,d\varepsilon=1$. Then

$$E_d(x,M)=-2\,(x_{\max}-x)\,w(M)\,G(M),\qquad
G(M)=\int_0^\infty\frac{\rho_d(\varepsilon)}{\varepsilon-\varepsilon_a}\,d\varepsilon . \tag{7}$$

The denominator is positive, so the coupling lowers the energy. A completely filled d band has $G=0$ and gives no contribution at this order. Both statements rest on the assumed orthogonality. On a real metal the bond orbitals overlap the d states, and orthogonalizing them adds a repulsive term of the same order that remains for a filled band, as in Cu, Ag and Au. That term is left out here. It preserves the slope if it too is proportional to $s$.

Only the total squared coupling has entered. It does not matter at second order whether different bond orbitals couple to the same d states or to different ones. In a numerical test with one random set of couplings and $w=0.0002$ eV², full diagonalization and (7) differ by at most $2.3\times10^{-5}$, relative to (7). Other coupling patterns change this figure by about a factor of two.

## 4. Eliminating the metal

Write (7) for AHx and for bare A and divide. Because $\varepsilon_a$ and $\rho_d$ are assumed to be the same for every $x$, so is $G$. If $\varepsilon_a$ depended on $x$, the ratio would carry an extra factor $G_x(M)/G_0(M)$ and the slope would change. With a common $G$, the metal-dependent product $wG$ cancels:

$$\frac{E_d(x,M)}{E_d(0,M)}=\frac{-2(x_{\max}-x)wG}{-2x_{\max}wG}=\frac{x_{\max}-x}{x_{\max}}=\gamma(x).$$

From (5), $E_d(0,M)=E(0,M)-E_0(0)$. Therefore

$$E(x,M)=E_0(x)+\gamma(x)\left[E(0,M)-E_0(0)\right],$$

which is (1) with

$$\xi(x)=E_0(x)-\gamma(x)E_0(0). \tag{8}$$

For carbon, $x_{\max}=4$, and the slopes are

$$\gamma(\mathrm{CH})=\tfrac34,\qquad \gamma(\mathrm{CH_2})=\tfrac12,\qquad \gamma(\mathrm{CH_3})=\tfrac14.$$

The same formula gives 2/3 for NH, 1/3 for NH₂ and 1/2 for OH.

The cancellation shows which assumptions matter. If the sp energy has a metal-dependent part $\delta_x(M)$, then

$$E(x,M)-\gamma E(0,M)=\xi(x)+\delta_x(M)-\gamma\,\delta_0(M).$$

The line survives if $\delta_x=\gamma\delta_0$, that is, if this part also scales with the free valence. A difference $\delta_x-\gamma\delta_0$ that is the same for all metals moves the intercept alone. One that varies from metal to metal produces scatter or a changed slope.

The adsorption site matters in a similar way. If AHx prefers a different site from A, and this multiplies its squared coupling per valence $w$ by a factor $q_x$ common to all metals, then (7), which is linear in $w$, gives the slope $q_x\gamma(x)$. A site change that merely adds a common constant to $E_0(x)$ alters the intercept alone.

## 5. What happens when the coupling is strong

Second-order theory is sufficient for the slope but not necessary. Let the d states form several channels $m$ with identical spectra $\varepsilon_k$, and write

$$V_{i,mk}=\sqrt w\,C_{im}v_k,\qquad \sum_k v_k^2=1,$$

with real $C$ and $v_k$. Suppose that the rows of $C$ are orthonormal, $CC^{T}=1$. Define the channel combinations

$$|\tilde i,k\rangle=\sum_m C_{im}|m,k\rangle .$$

They are orthonormal because $\sum_mC_{im}C_{jm}=\delta_{ij}$. They still have energy $\varepsilon_k$ because all channels have the same spectrum. Bond orbital $i$ couples to combination $\tilde i$ and to no other, with strength $\sqrt w\,v_k$. The problem has separated into $s$ identical ones, so

$$E_d(x,M)=s\,e_1(M), \tag{9}$$

where $e_1$ is the energy for one bond orbital. Within this one-electron model the slope is $\gamma$ at any coupling strength.

The opposite case is a single empty d level shared by all bond orbitals. Measure energies from $\varepsilon_a$ in this paragraph, and put the d level at $\Delta>0$, with the Fermi energy between the two. Let each bond orbital couple to it by $\sqrt w$. The normalized sum $s^{-1/2}\sum_i|i\rangle$ couples by $s^{-1/2}\,s\sqrt w=\sqrt{sw}$, and the other $s-1$ combinations do not couple. The lower root of $\lambda(\lambda-\Delta)=sw$, occupied twice, gives

$$E_d=2\lambda=\Delta-\sqrt{\Delta^2+4sw}. \tag{10}$$

For small $w$ this is $-2sw/\Delta$, in agreement with (7) for $G=1/\Delta$.

Let neighbouring metals in a series differ in $\Delta$ alone. Since $\partial E_d/\partial\Delta=1-\Delta/\sqrt{\Delta^2+4sw}$, the local slope of AHx against A is

$$\frac{dE(x)}{dE(0)}=\frac{1-\Delta/\sqrt{\Delta^2+4sw}}{1-\Delta/\sqrt{\Delta^2+4x_{\max}w}}. \tag{11}$$

At small $w$, numerator and denominator are $2sw/\Delta^2$ and $2x_{\max}w/\Delta^2$, and the ratio is $\gamma$. At large $w$ both tend to one, and so does the slope, for $x<x_{\max}$. The doubly occupied combination is then half d in character whatever the value of $s$, so further valence hardly changes the response to $\Delta$. The limit of one belongs to a series in $\Delta$. If the metals differ in $w$ instead, $\partial E_d/\partial w=-2s/\sqrt{\Delta^2+4sw}$, and the slope tends to $\sqrt\gamma$ at large $w$.

For CH₃ with $\Delta=8$ eV and $w=4$ eV²,

$$\frac{1-8/\sqrt{64+16}}{1-8/\sqrt{64+64}}=\frac{0.1056}{0.2929}=0.360,$$

instead of 0.25. The slopes for CH and CH₂ are 0.833 and 0.627. A correct valence count therefore does not guarantee the ideal slope when bond orbitals compete for the same d state.

## 6. What happens when the adsorbate relaxes

A metal that attracts A more strongly can also pull it closer. To estimate the effect, assign the surface bond an effective order from its length, and let $b$ be that order divided by $x_{\max}$. Its preferred value is $\gamma(x)$. This distance-based measure may exceed its preferred value, unlike the saturated valence in (3), so what follows is a separate phenomenological model.

Let a stiffness $K$, equal for all $x$, resist departures from $\gamma$, and let the d states supply a pull $F(M)$:

$$U(b)=\frac K2(b-\gamma)^2-Fb .$$

If (7) is extended to variable $b$, then $F=2x_{\max}wG$. Setting $U'(b)=K(b-\gamma)-F=0$ gives $b_*=\gamma+F/K$, and

$$U(b_*)=\frac{F^2}{2K}-F\gamma-\frac{F^2}{K}=-\gamma F-\frac{F^2}{2K}. \tag{12}$$

Between neighbouring metals $F$ changes, and $dU(b_*)/dF=-(\gamma+F/K)$. Dividing by the same expression for bare A, where $\gamma=1$, gives the local slope

$$\frac{dE(x)}{dE(0)}=\frac{\gamma+F/K}{1+F/K}. \tag{13}$$

The ideal value is recovered when $F/K\ll\gamma$ for the species in question. With $F=2$ eV and $K=10$ eV, the CH₃ slope is $(0.25+0.20)/1.20=0.375$. The smallest ideal slope is the one most affected, since the excess over $\gamma$ is $(1-\gamma)(F/K)/(1+F/K)$.

The linear dependence on $b$ also matters. If the squared coupling varies as $b^p$, the pull term is $-Fb^p$. In the stiff limit $b\to\gamma$, so the d energy is $-F\gamma^p$, against $-F$ for bare A, and the slope is $\gamma^p$. For $p=2$ the three values would be 0.5625, 0.25 and 0.0625.

Such a power arises when a bond is stretched: if the order decays with height $z$ as $e^{-z/L}$ and the squared coupling as $e^{-pz/L}$, the latter is proportional to $b^p$. If instead valence is lost by removing whole equivalent bonds of fixed length, the summed squared coupling is linear in their number. Hypothesis (6) describes that case. Stretching with $p=1$ gives the same total squared coupling, and therefore the same slope at second order.

## 7. A worked series of five model metals

Take a semi-elliptic d band with centre $c$ and half-width $h=3.5$ eV,

$$\rho_d(\varepsilon)=\frac{2}{\pi h^2}\sqrt{h^2-(\varepsilon-c)^2}\qquad(|\varepsilon-c|<h),$$

and zero elsewhere. The metals differ in $c$ alone. The other parameters are chosen round values: $\varepsilon_a=-8$ eV, $w=2$ eV², and sp energies of $-3.0$, $-2.5$, $-2.0$ and $-1.0$ eV for C, CH, CH₂ and CH₃. The coupling rows are orthonormal, as required for (9). Full diagonalization, with all levels below the fixed Fermi energy filled, gives these total adsorption energies in eV:

| $c$ | C | CH | CH₂ | CH₃ |
|---:|---:|---:|---:|---:|
| −3.0 | −3.071 | −2.553 | −2.035 | −1.018 |
| −2.4 | −3.214 | −2.660 | −2.107 | −1.053 |
| −1.8 | −3.380 | −2.785 | −2.190 | −1.095 |
| −1.2 | −3.554 | −2.915 | −2.277 | −1.138 |
| −0.6 | −3.726 | −3.044 | −2.363 | −1.181 |

Across the series C strengthens by 0.655 eV (0.0241 hartree) and CH₃ by 0.164 eV (0.0060 hartree). Their ratio is

$$\frac{0.164}{0.655}=0.250 .$$

Straight-line fits give slopes of 0.750, 0.500 and 0.250 for CH, CH₂ and CH₃. The intercepts follow from (8):

$$\begin{aligned}
\xi(\mathrm{CH})&=-2.5-0.75(-3.0)=-0.25\ \text{eV},\\
\xi(\mathrm{CH_2})&=-2.0-0.50(-3.0)=-0.50\ \text{eV},\\
\xi(\mathrm{CH_3})&=-1.0-0.25(-3.0)=-0.25\ \text{eV}.
\end{aligned}$$

As a use of the line, take the metal with $c=-1.8$ eV. From its carbon energy alone, the prediction for CH is $0.75(-3.380)-0.25=-2.785$ eV, which agrees with the table.

The slope is more robust here than the second-order energy. For $c=-3.0$ eV, the computed $G=0.00387$ eV⁻¹ gives a carbon d energy of $-2(4)(2)(0.00387)=-0.062$ eV. Diagonalization gives $-3.071+3.000=-0.071$ eV, so (7) misses about 13% of the diagonalized value. The slope is nevertheless 1/4 for CH₃ because (9), not weak coupling, ensures proportionality in this example.

The straight lines test the separation into equal problems and the elimination of the metal. They do not establish that a given set of real surfaces satisfies the assumptions. For real surfaces, a departure from $\gamma(x)$ is a reason to examine the sp contribution, the adsorption sites, the sharing of d states and the relaxation, each of which can change the slope in the ways derived above. The assumptions of a common level $\varepsilon_a$, a common d-band shape and zero overlap also need examination. In this series, moving $\varepsilon_a$ for CH₃ alone from $-8$ to $-7$ eV raises its fitted slope from 0.25 to 0.28. The numerical check that follows gives the tabulated STO-3G bond orders and the main model energies and slopes used here.

## Table of computed values

```
Bond orders, RHF/STO-3G, Lowdin basis (dimensionless)
Lengths: CH 1.1 angstrom; NH and OH 1.0 angstrom
CH4: valence of C 3.994, one bond to H 0.999
NH3: valence of N 2.965, one bond to H 0.988
H2O: valence of O 1.967, one bond to H 0.983
ethane: CC length 1.5 angstrom, CC order 1.027, C valence 3.997, CC share 0.257
ethene: CC length 1.3 angstrom, CC order 2.028, C valence 3.996, CC share 0.508
ethyne: CC length 1.2 angstrom, CC order 3.004, C valence 3.995, CC share 0.752
Model: eps_a -8.0 eV, d half-width 3.5 eV
Squared coupling per valence: weak 0.0002 eV^2, strong 2.0 eV^2
sp energies E0 (eV): C -3.00, CH -2.50, CH2 -2.00, CH3 -1.00
d centre (eV) | G (1/eV) | total energy of C, CH, CH2, CH3 (eV)
 -3.0 | 0.00387 | -3.0708  -2.5531  -2.0354  -1.0177
 -2.4 | 0.01193 | -3.2137  -2.6603  -2.1069  -1.0534
 -1.8 | 0.02164 | -3.3802  -2.7851  -2.1901  -1.0950
 -1.2 | 0.03210 | -3.5539  -2.9155  -2.2770  -1.1385
 -0.6 | 0.04277 | -3.7257  -3.0443  -2.3629  -1.1814
Largest relative error of second order, weak: 2.3e-05
Largest band-grid change per valence, strong: 1.0e-05 eV
CH: gamma 0.75, weak fit 0.7500, strong fit 0.7500, intercept -0.2500 eV
CH2: gamma 0.50, weak fit 0.5000, strong fit 0.5000, intercept -0.5000 eV
CH3: gamma 0.25, weak fit 0.2500, strong fit 0.2500, intercept -0.2500 eV
Energy span of C over the series: 0.6550 eV = 0.02407 hartree
Energy span of CH3 over the series: 0.1637 eV = 0.00602 hartree
Shared empty d level at distance 8.0 eV: slopes CH, CH2, CH3
w 0.01 eV^2: 0.7504, 0.5005, 0.2504
w 4 eV^2: 0.8333, 0.6265, 0.3604
w 1e+06 eV^2: 0.9997, 0.9992, 0.9980
Relaxation: pull F 2.0 eV, stiffness K 10.0 or 4000.0 eV, decay length 0.5 angstrom
CH: slope soft 0.7917, stiff 0.7501, stiff with p = 2 0.5625
CH2: slope soft 0.5833, stiff 0.5002, stiff with p = 2 0.2500
CH3: slope soft 0.3750, stiff 0.2504, stiff with p = 2 0.0625
```
